# When a dielectric coating prevents electrostatic pull-in before contact

**Question**

I have a parallel-plate actuator: one fixed electrode, and one movable plate on a linear spring. The fixed electrode carries a dielectric coating of thickness \(t\) and relative permittivity \(k\), and there is an air gap \(g\) above it. I am asked to show that the plate does not pull in before it touches the coating if \(t\ge 2kg\).

For bare electrodes I can derive that the plate becomes unstable after moving one third of the gap. With the coating I am stuck. One third of what: the air gap, the electrode spacing \(g+t\), or something else? And why should a *larger* permittivity call for a *thicker* coating? I would also like to know whether the result survives a voltage that is switched on suddenly, charge trapped in the coating, and the numbers of a real device with a gap of about 100 nm.

**Answer**

It is one third of an equivalent gap, \(g+t/k\). The coating counts toward this length, but the plate cannot travel through it. If the coating's share is large enough, the plate meets the surface before it reaches the unstable point.

**Setting up the model**

Let \(g\) be the thickness of the air alone at zero voltage, and let \(x\) be the displacement of the plate toward the coating. The spring stiffness per unit plate area is \(\kappa\). The plate stays parallel, the field is uniform, the coating is rigid, linear and uncharged, and a source holds the voltage \(V\), which is raised slowly. Surface attraction is left out at first; it matters later.

I use atomic units, in which the vacuum permittivity is \(1/(4\pi)\). To return to SI units, replace \(1/(4\pi)\) by \(\varepsilon_0\).

Let \(E\) be the field in the air. There is no free charge on the coating surface, so the displacement field is continuous and the field in the coating is \(E/k\). Adding the two voltage drops gives

\[
V=E(g-x)+\frac{E}{k}\,t=E\,D,\qquad D=d-x,\qquad d=g+\frac{t}{k}.
\]

The charge per area on the plate is \(E/(4\pi)=V/(4\pi D)\), so the capacitance per area is \(C=1/(4\pi D)\). Electrically, the coating is equivalent to air of thickness \(t/k\). A larger \(k\) makes this equivalent layer thinner, which is why more coating is then needed.

**Equilibrium and stability**

The field stores \(CV^2/2\) per area. To charge the capacitor, the source gives up \(QV=CV^2\). The energy of spring, field and source together is therefore, up to a constant,

\[
u(x)=\frac{\kappa x^2}{2}+\frac{CV^2}{2}-CV^2
=\frac{\kappa x^2}{2}-\frac{V^2}{8\pi(d-x)} .
\]

Since the derivative of \(1/(d-x)\) is \(+1/(d-x)^2\),

\[
u'(x)=\kappa x-\frac{V^2}{8\pi D^2},\qquad
u''(x)=\kappa-\frac{V^2}{4\pi D^3}.
\]

Equilibrium means \(u'=0\), or

\[
V^2=8\pi\kappa\,x\,(d-x)^2. \tag{1}
\]

Inserting this into \(u''\) gives the stiffness at equilibrium:

\[
u''=\kappa-\frac{2\kappa x}{D}
=\kappa\,\frac{(d-x)-2x}{d-x}
=\kappa\,\frac{d-3x}{d-x}. \tag{2}
\]

The equilibrium is stable for \(x<d/3\) and unstable for \(x>d/3\). The same factor appears in the slope of (1):

\[
\frac{d(V^2)}{dx}=8\pi\kappa\left[(d-x)^2-2x(d-x)\right]
=8\pi\kappa\,(d-x)(d-3x).
\]

The voltage needed to hold the plate thus rises up to \(x=d/3\) and falls beyond it.

**Comparing with contact**

Contact occurs at \(x=g\). Every position before contact is stable if and only if \(d/3\ge g\):

\[
g+\frac{t}{k}\ge 3g
\quad\Longleftrightarrow\quad
\frac{t}{k}\ge 2g
\quad\Longleftrightarrow\quad
t\ge 2kg .
\]

This is the required result. In this range \(V^2\) increases throughout \(0\le x<g\), so each voltage below the contact voltage has one equilibrium in the gap. The plate follows it continuously until it touches. At equality the stiffness reaches zero just at contact, and every earlier position is still stable.

If \(t<2kg\), the maximum of (1) lies inside the air gap. Once \(V\) passes it, the spring can no longer balance the electric force anywhere in the gap, and the plate jumps from \(x=d/3\) to the coating. The condition is therefore necessary as well as sufficient within this model.

Note what \(g\) means here. If you are given the electrode spacing \(G=g+t\) instead, substitute \(g=G-t\). The condition becomes \(t\ge 2k(G-t)\), or \(t\ge 2kG/(1+2k)\).

**What the stability costs**

Setting \(x=g\) in (1), where \(d-g=t/k\), gives the contact voltage

\[
V_c=\frac{t}{k}\sqrt{8\pi\kappa g}.
\]

At the threshold, \(t/k=2g\) and \(V_c^2=32\pi\kappa g^3\). For an uncoated gap, pull-in occurs at \(x=g/3\), with

\[
V_0^2=8\pi\kappa\,\frac g3\left(\frac{2g}{3}\right)^2=\frac{32\pi\kappa g^3}{27}.
\]

For the same air gap and spring, full stable travel therefore needs at least \(\sqrt{27}=3\sqrt3\approx5.2\) times the uncoated pull-in voltage. The capacitance grows from rest to contact by the factor \(d/(d-g)\), which is \(3/2\) at threshold and smaller for thicker coatings.

**A 100 nm example**

Take \(g=100\) nm, a square plate of side \(w=10\) µm and a total spring constant of 20 N/m. Then \(\kappa=20/(10^{-5})^2=2\times10^{11}\) N/m³. For a carbon-doped oxide, take \(k=2.7\) as a rough value. The threshold is

\[
2kg=2(2.7)(100\ \text{nm})=540\ \text{nm}.
\]

Choose \(t=600\) nm. Then \(t/k=222.2\) nm, \(d=322.2\) nm and \(d/3=107.4\) nm, which lies just beyond contact. In SI form,

\[
V_c=\frac tk\sqrt{\frac{2\kappa g}{\varepsilon_0}}
=(222.2\ \text{nm})\sqrt{\frac{2(2\times10^{11}\ \text{N/m}^3)(100\ \text{nm})}{\varepsilon_0}}
=14.9\ \text{V},
\]

or 0.549 hartree/\(e\). The uncoated gap would pull in at 2.59 V. From (2), the stiffness left at contact is \((322.2-300)/222.2=0.10\) of the spring's own. The capacitance has risen by the factor \(322.2/222.2=1.45\).

With \(t=300\) nm, all else held fixed, \(d=211.1\) nm and the plate jumps after 70.4 nm, at 7.9 V. Equation (1) gives only 7.5 V at contact. Without adhesion, the plate is released when the voltage falls below that value, so this device has hysteresis. The surface attraction discussed below moves the jump to 67.5 nm. For either coating it also holds smooth surfaces together even at zero voltage: the spring pulls the plate free only if roughness or stops keep the surfaces more than about 6.6 nm apart.

**Sudden voltage**

The proof concerns a slowly raised voltage. If \(V\) is applied at once and there is no damping, the plate overshoots its equilibrium. It starts at rest, and it just reaches the coating if \(u(g)=u(0)\):

\[
\frac{\kappa g^2}{2}
=\frac{V^2}{8\pi}\left(\frac1{d-g}-\frac1d\right)
=\frac{V^2}{8\pi}\frac{g}{d(d-g)},
\]

\[
V_{\rm step}^2=4\pi\kappa g\,d(d-g),\qquad
\frac{V_{\rm step}^2}{V_c^2}=\frac{d}{2(d-g)}.
\]

The plate does not turn back earlier at this voltage. Turning at \(x\) requires \(V^2=4\pi\kappa x\,d(d-x)\), which increases up to \(x=d/2\), and here \(g\le d/3\). In the example the squared ratio is \(322.2/444.4\), so contact occurs at 0.85 of \(V_c\), or 12.7 V, if surface attraction is left out. The attraction discussed below lowers this to about 12.1 V. This is an inertial collision; a stable equilibrium still exists in the gap. Undamped motion presumes a vacuum: at atmospheric pressure, the air squeezed in so narrow a gap strongly resists a fast plate.

**Trapped charge**

Put a fixed, uniform charge \(\sigma\) per area on the coating surface. Count fields as positive from the plate toward the fixed electrode, with \(E_a\) in the air and \(E_c\) in the coating. Gauss's law gives \(kE_c-E_a=4\pi\sigma\), so

\[
V=E_a(g-x)+E_ct
=E_aD+\frac{4\pi\sigma t}{k}.
\]

The force depends on \(E_a^2\), so \(V\) is simply replaced by \(V-4\pi\sigma t/k\). The stability limit stays at \(d/3\), and the thickness condition is unchanged. The voltage scale does shift: a rough density of \(10^{11}\) elementary charges per cm² gives an offset of 4.0 V in the example. Charge that moves or accumulates during the travel is not covered by this argument.

**Surface attraction: a final snap remains**

Let \(s=g-x\) be the remaining air. Two thick flat bodies attract with the nonretarded van der Waals pressure \(A/(6\pi s^3)\), where \(A\) is the Hamaker constant. Force balance becomes

\[
\kappa x=\frac{V^2}{8\pi D^2}+\frac{A}{6\pi s^3},
\qquad
V^2=8\pi D^2\left(\kappa x-\frac{A}{6\pi s^3}\right).
\]

As \(s\to0\), the bracket tends to minus infinity. The voltage curve must therefore turn over before contact, whatever the coating thickness. With a rough \(A=10^{-19}\) J, a numerical search for the maximum over a fine grid of displacements puts the jump at \(s=21\) nm and 14.3 V. The 600 nm coating thus gives controlled travel over roughly four fifths of the gap, not all of it.

More coating helps little. For unlimited thickness, \(V/D\) hardly changes as the plate moves, so the electric force is constant and only the van der Waals gradient opposes the spring. The jump then occurs at

\[
\kappa=\frac{A}{2\pi s^4},\qquad
s=\left(\frac{A}{2\pi\kappa}\right)^{1/4}=17\ \text{nm}.
\]

So \(t\ge2kg\) removes the pull-in of the uniform electric field, but not the final snap caused by surface forces, nor the softening from edge fields described below. The estimate assumes smooth surfaces and neglects retardation, which weakens the attraction at such distances.

**Other neglected effects**

*Tilt.* Suppose the springs sit at the corners, and tilt the plate by a small angle \(\theta\) about a central axis parallel to an edge. The springs store \(\tfrac12\kappa w^2(w/2)^2\theta^2\). The local gap is \(D+\theta y\), and the mean of \(y^2\) is \(w^2/12\), so to second order the mean of \(1/(D+\theta y)\) is \((1/D)[1+\theta^2w^2/(12D^2)]\). With (1), the tilt stiffness is

\[
\frac{\kappa w^4}{4}-\frac{V^2w^4}{48\pi D^3}
=\frac{\kappa w^4}{4}\left(1-\frac13\,\frac{2x}{D}\right).
\]

At contact \(2x/D=0.90\), which leaves 0.70 of the tilt stiffness but 0.10 of the translational stiffness. Tilt is not the weaker mode here. A plate held near its centre needs its own calculation.

*Breakdown.* Along the slow path, (1) gives \(E=\sqrt{8\pi\kappa x}\), so the voltage across the air is \(\sqrt{8\pi\kappa x}\,(g-x)\). Its square is the uncoated version of (1), so its maximum is \(V_0=2.59\) V, at \(x=g/3\). An electron crossing the air under the plate gains at most 2.59 eV from the field, well below the roughly 12 eV needed to ionize an air molecule. This bound does not hold for a sudden voltage, where 12.7 V puts 3.9 V across the gap at the start. It also fails beyond the plate edge: if the fixed electrode is wider than the plate, the coating surface there is near the potential of the fixed electrode, and almost the full 14 V falls across air. That allows at most one ionization per crossing, too little for an avalanche. At contact the coating field is \(V_c/(kD)=0.25\) MV/cm, against a rough breakdown field of 5 MV/cm.

*Tunnelling.* For a rough work function \(\phi=4.5\) eV, the exponent across the air just before the final jump is \(2\int_0^s\sqrt{2(\phi-Ez)}\,dz\approx430\), without image-force lowering. The factor \(e^{-430}\) is negligible.

*Temperature.* With surface attraction the stiffness vanishes at the jump, but the barrier is still about \(60\,k_BT\) at 0.01% below the jump voltage, so thermal motion hardly advances it. For scale, at 300 K and 0.10 of the spring constant, the rms thermal motion is \(\sqrt{k_BT/(2\ \text{N/m})}=0.05\) nm.

*Edge fields.* For two equal wide plates in vacuum, the leading edge correction to the force is a fraction \(2(g+t)/(\pi w)=4.5\%\) of the uniform-field force at the same spacing. This understates the effect for a coated electrode. For a thin plate over a wider electrode carrying the 600 nm coating, a boundary-element solution gives an extra force of about 10% at rest and 16% at \(s=21\) nm, which lowers the voltages quoted above by several percent. The charge crowded at the edge is drawn to the dielectric with a force that grows like \(\ln(1/s)\), so its gradient grows like \(1/s\). The electrostatic stiffness is then 0.20 of the spring's at \(s=21\) nm, where (2) gives 0.35, and it is negative at \(s=10\) nm. In this geometry an electrostatic jump remains near contact even with \(t>2kg\), and together with surface attraction the jump comes at an air gap larger than 21 nm.

**Reading this for real devices**

The plate and spring are round values for a nanoelectromechanical actuator. The coating here is six times as thick as the air gap. A switch that is meant to snap closed can have the opposite proportions, for example 0.2 µm of coating under a gap of 2 µm, which lies far below \(2kg\). A low permittivity reduces the thickness needed to avoid electrostatic pull-in: at the same 100 nm gap, \(k=3.9\), typical of silicon dioxide, would need 780 nm instead of 540 nm. In the example, with a slowly raised voltage, surface attraction shortens the controlled travel by about a fifth of the gap, edge fields can shorten it further, and trapped charge can shift the voltage scale by volts. A voltage switched on suddenly without damping brings contact at a lower voltage, as shown above.

Real suspensions may also stiffen as they stretch. For a restoring force \(f(x)\) per area, the stiffness at equilibrium is \(f'-2f/D\), which is positive when \(xf'/f>2x/D\). A stiffening spring has \(xf'/f>1\), while \(t\ge2kg\) ensures \(2x/D<1\) before contact. The condition then remains sufficient, but a thinner coating can also work; how much thinner depends on how strongly the spring stiffens.
